# The electrostatic energy of fluorite HfO2 by Ewald summation

## Problem

Cubic hafnia has the fluorite structure. Replace its ions by point charges with the formal values $+4$ for Hf and $-2$ for O, and let the nearest Hf–O distance be $d=2.20$ Å.

1. Estimate the electrostatic energy per formula unit from scaling and a simple picture of screening.
2. Calculate it by Ewald summation.
3. Compare the two results, and decide what the energy can say about the relative stability of hafnia polymorphs.

Atomic units are used in the algebra, so two charges at distance $r$ have energy $q_iq_j/r$. The zero of energy is the set of ions at infinite separation. The infinite crystal is the limit of a large crystal built from complete neutral cubic blocks, which are specified below.

## Geometry and a first estimate

Hf occupies a face-centred cubic lattice with cubic constant $a$. Each Hf carries two O ions, at $\pm\boldsymbol\tau$ with $\boldsymbol\tau=\tfrac a4(1,1,1)$. Hence

$$d=\frac{\sqrt3}{4}a,\qquad a=\frac{4d}{\sqrt3},\qquad \Omega=\frac{a^3}{4}=\frac{16d^3}{3\sqrt3},$$

where $\Omega$ is the volume per formula unit. For the given $d$, $a=5.081$ Å.

Every distance in the crystal is $d$ times a pure number. Every pair energy is therefore proportional to $1/d$, and

$$E=-\frac{A}{d},$$

with $A$ fixed by the structure and the charges.

To estimate $A$, spread the charge $q_i$ of each ion uniformly over a spherical shell of radius $\rho_i$, small enough that no shells overlap. Outside itself a shell acts like a point charge, so the interaction energy of the ions is unchanged. Each shell also has a self-energy $q_i^2/2\rho_i$. The total, interaction plus self-energy, is the energy stored in the electric field, $U_{\rm field}=\frac1{8\pi}\int|\mathbf E|^2d^3r\ge0$. Per formula unit,

$$E=U_{\rm field}-\sum_i\frac{q_i^2}{2\rho_i}\;\ge\;-\left(\frac{8}{\rho_{\rm Hf}}+\frac{4}{\rho_{\rm O}}\right).$$

The 8 is $4^2/2$, and the 4 comes from two O ions with $2^2/2$ each. The estimate consists in neglecting $U_{\rm field}$, as if neighbouring shells screened each other completely.

The best bound has the smallest bracket. Let Hf and O shells touch, $\rho_{\rm Hf}+\rho_{\rm O}=d$. Setting the derivative with respect to $\rho_{\rm Hf}$ to zero gives $8/\rho_{\rm Hf}^2=4/\rho_{\rm O}^2$, so $\rho_{\rm Hf}=\sqrt2\,\rho_{\rm O}$. Then $\rho_{\rm O}=0.414d$ and $\rho_{\rm Hf}=0.586d$. Like ions do not overlap either, since the nearest O–O distance is $a/2=1.155d$ and the nearest Hf–Hf distance is $a/\sqrt2=1.633d$. With $\rho_{\rm O}=d/(1+\sqrt2)$ the bracket becomes

$$\frac{1+\sqrt2}{d}\left(\frac{8}{\sqrt2}+4\right)=\frac{4(1+\sqrt2)^2}{d}=\frac{23.31}{d}.$$

Since $d=4.1574$ bohr and one hartree is 27.211 eV, the unit $1/d$ is 6.545 eV. The estimate is $-23.31\times6.545=-152.6$ eV, and the true energy of the model cannot lie below it.

## Exact solution

### What the infinite sum means

Let $\phi_i$ be the potential at ion $i$ due to all other ions. Counting each pair once, and using the equivalence of the two O sites under inversion through Hf,

$$E=\tfrac12\sum_iq_i\phi_i=\tfrac12\left[4\phi_{\rm Hf}+2(-2)\phi_{\rm O}\right]=2(\phi_{\rm Hf}-\phi_{\rm O}).$$

A constant added to the potential has no effect.

The order of summation matters. Adding bare ions about an Hf site in growing spheres gives partial potentials that swing between $-48/d$ and $+35/d$ for radii from $5a$ to $7a$. The squared shell radii are multiples of $a^2/16$, so the spacing between shells falls as $1/R$ and the mean population of a shell grows as $R^2\times1/R=R$. Its contribution, charge over $R$, does not die out.

Take instead a cube of edge $a$ with Hf at the corners and face centres and eight O ions inside. A corner ion counts $\tfrac18$ and a face ion $\tfrac12$, the rest belonging to adjoining cubes. The charge is $4(8\cdot\tfrac18+6\cdot\tfrac12)-8\cdot2=0$. The block has full cubic symmetry about its centre. Inversion removes the dipole and octupole, and cubic symmetry makes $\sum qx_\alpha x_\beta$ proportional to the unit matrix, so the traceless quadrupole vanishes. The first surviving multipole has $l=4$, with a potential falling as $R^{-5}$. Since $\int R^2R^{-5}dR$ converges at large $R$, the sum over blocks converges absolutely.

### Splitting the Coulomb potential

For any $\eta>0$,

$$\frac1r=\frac{\operatorname{erfc}(\eta r)}{r}+\frac{\operatorname{erf}(\eta r)}{r}.$$

The first part is short-ranged. The second is the potential of a unit Gaussian charge $g(r)=(\eta/\sqrt\pi)^3e^{-\eta^2r^2}$. To see this, apply the radial Laplacian:

$$\frac1r\frac{d^2}{dr^2}\operatorname{erf}(\eta r)=\frac1r\frac{d}{dr}\left(\frac{2\eta}{\sqrt\pi}e^{-\eta^2r^2}\right)=-\frac{4\eta^3}{\sqrt\pi}e^{-\eta^2r^2}=-4\pi g(r).$$

This is Poisson's equation, and the solution is finite at the origin and tends to $1/r$ far away, as it should. Its value at the origin is $2\eta/\sqrt\pi$. Completing the square along each axis gives the Fourier transform of the density, $\hat g(G)=e^{-G^2/4\eta^2}$.

### The smooth part in reciprocal space

Let $v(\mathbf r)$ be the potential of one block of Gaussian charges, and $V(\mathbf r)=\sum_{\mathbf R}v(\mathbf r-\mathbf R)$ the sum over all blocks. $V$ is periodic. In its Fourier coefficient, the integral over one cube summed over all translations becomes an integral over all space:

$$V_{\mathbf G}=\frac1{a^3}\int_{\rm all}v(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r=\frac{4\pi}{a^3G^2}e^{-G^2/4\eta^2}S_b(\mathbf G),$$

where $S_b=\sum qe^{-i\mathbf G\cdot\mathbf r}$ runs over the weighted block ions. The last step is Poisson's equation in Fourier form, $G^2\hat v=4\pi\hat\rho$.

The block contains four formula units related by face-centring translations. With $\mathbf G=\frac{2\pi}a(h,k,l)$, their phases add to 4 if $h,k,l$ are all odd or all even, and cancel otherwise. Thus $S_b=4S$ for the allowed vectors, where $S$ belongs to one formula unit. Since $a^3=4\Omega$,

$$V_{\mathbf G}=\frac{4\pi}{\Omega G^2}e^{-G^2/4\eta^2}S(\mathbf G)\qquad(\mathbf G\ne0).$$

For $\mathbf G\to0$, neutrality and the absence of a dipole leave $S_b\to-\tfrac12\sum q(\mathbf G\cdot\mathbf r)^2=-\tfrac16G^2M$, with $M=\sum qr^2$ about the block centre. The corners give $4\cdot\tfrac34a^2=3a^2$, the faces $12\cdot\tfrac14a^2=3a^2$ and the oxygens $-16\cdot\tfrac3{16}a^2=-3a^2$, so $M=3a^2$ and

$$V_0=-\frac{2\pi M}{3a^3}=-\frac{2\pi}{a}=-\frac{2.721}{d}.$$

This finite constant contributes $\tfrac12V_0\sum_iq_i=0$ to the energy. That is why the $\mathbf G=0$ term may be dropped.

### The Ewald energy

At its own site, an ion must not feel its own Gaussian, so $2\eta q_i/\sqrt\pi$ is subtracted from $V(\mathbf r_i)$. In the energy, $\sum_iq_ie^{i\mathbf G\cdot\mathbf r_i}=S^*(\mathbf G)$. Therefore

$$E=\frac12\sum_i{\sum_j}'q_iq_j\frac{\operatorname{erfc}(\eta r_{ij})}{r_{ij}}+\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{|S(\mathbf G)|^2}{G^2}e^{-G^2/4\eta^2}-\frac{\eta}{\sqrt\pi}\sum_iq_i^2.$$

Here $i$ runs over one formula unit, $j$ over the whole crystal, and the prime omits $j=i$. The splitting is an identity, so the complete result does not depend on $\eta$. A good $\eta$ makes both sums short; take $\eta d=1.5$.

**Real space.** The weight of a shell is $\tfrac12\sum q_iq_j$ over its pairs.

- $r^2=3a^2/16$: Hf has 8 O neighbours and each O has 4 Hf. The weight is $\tfrac12[8(-8)+2\cdot4(-8)]=-64$.
- $r^2=4a^2/16$: each O has 6 O neighbours, giving $\tfrac12\cdot2\cdot6\cdot4=24$.
- $r^2=8a^2/16$: every ion has 12 like neighbours, giving $\tfrac12\cdot12\cdot16+\tfrac12\cdot2\cdot12\cdot4=144$.
- $r^2=11a^2/16$: Hf has 24 O and each O has 12 Hf, giving $\tfrac12[24(-8)+2\cdot12(-8)]=-192$.
- $r^2=12a^2/16$: each O has 8 O, giving $\tfrac12\cdot2\cdot8\cdot4=32$.

Each weight is multiplied by $\operatorname{erfc}(1.5\,r/d)/(r/d)$:

| $r/d$ | weight | term, in $1/d$ |
|---|---:|---:|
| 1.0000 | −64 | −2.1693 |
| 1.1547 | 24 | 0.2973 |
| 1.6330 | 144 | 0.0469 |
| 1.9149 | −192 | −0.0049 |
| 2.0000 | 32 | 0.0004 |

The sum is $-1.8295/d$.

**Reciprocal space.** For one formula unit,

$$S=4-2e^{-i\mathbf G\cdot\boldsymbol\tau}-2e^{i\mathbf G\cdot\boldsymbol\tau}=4-4\cos\frac{\pi(h+k+l)}2.$$

For odd indices the sum $h+k+l$ is odd, the cosine vanishes and $S=4$. For even indices $S=8$ if $h+k+l$ leaves remainder 2 on division by 4, and $S=0$ if it is divisible by 4.

Write $m=h^2+k^2+l^2$ and $w=\sum|S|^2$ over a shell. Then $G^2d^2=4\pi^2m\,d^2/a^2=\tfrac34\pi^2m$, and the exponent is $G^2/4\eta^2=\tfrac34\pi^2m/9=\pi^2m/12$. The prefactor is $2\pi\cdot\frac{3\sqrt3}{16}\cdot\frac{4}{3\pi^2m}=\frac{\sqrt3}{2\pi m}$, so a shell contributes

$$\frac1d\,\frac{\sqrt3}{2\pi}\,\frac wm\,e^{-\pi^2m/12}.$$

| $m$ | vectors × $\lvert S\rvert^2$ | term, in $1/d$ |
|---|---:|---:|
| 3 | 8 × 16 = 128 | 0.9974 |
| 4 | 6 × 64 = 384 | 0.9860 |
| 8 | 12 × 0 = 0 | 0 |
| 11 | 24 × 16 = 384 | 0.0011 |
| 12 | 8 × 64 = 512 | 0.0006 |

The sum is $1.9852/d$.

**Self term.** With $\sum q_i^2=16+4+4=24$, it is $-24(1.5)/\sqrt\pi=-20.3108$ in units of $1/d$.

Adding the three parts gives

$$A=1.8295-1.9852+20.3108\simeq20.155.$$

Carrying both sums to numerical convergence gives $A=20.15514$; the short tables miss this by about $3\times10^{-5}$. In physical units,

$$E=-\frac{20.155}{4.1574}=-4.848\ \text{hartree}=-131.9\ \text{eV per formula unit}.$$

### The same energy without Gaussians

The block picture also permits a direct sum. Take a cube of half-width $L$ centred on Hf, share its surface ions as above, and evaluate $2(\phi_{\rm Hf}-\phi_{\rm O})$ for the central Hf and a neighbouring O. The result is $-20.1649/d$ for $L=a$, $-20.1552/d$ for $L=2a$ and $-20.1551/d$ for $L=4a$.

The rapid convergence follows from symmetry. The missing outer blocks produce a potential near the centre that obeys Laplace's equation and has cubic symmetry. Its constant part cancels in the difference, and the next allowed part has $l=4$. A distant block with an $l=4$ moment contributes to it in proportion to $R^{-9}$, so the missing sum scales as $\int_L^\infty R^2R^{-9}dR\propto L^{-6}$. Once $L$ is a few lattice constants, doubling it should reduce the error about $2^6=64$ times; from $4a$ to $8a$ the calculated factor is 63.4.

## Comparison

The estimate, $-152.6$ eV, is 16% larger in magnitude than the exact model energy, $-131.9$ eV. The shell argument identifies the difference: it is the neglected field energy,

$$U_{\rm field}=\frac{23.314-20.155}{d}=\frac{3.159}{d}\approx20.7\ \text{eV}.$$

Screening by neighbouring shells is thus strong but incomplete. Counting the nearest Hf–O pairs alone would give $-64/d=-418.9$ eV, far below the rigorous bound. The repulsion between like ions is therefore an essential part of the energy.

If all charges are multiplied by $\lambda$, every term acquires $\lambda^2$. Charges $+2$ and $-1$ on the same lattice give $A/4=5.039$, and an energy of $-33.0$ eV at the same $d$. If the magnitude of the product of the ionic charges, here 8, is taken out and the energy is written as $-8C/d$, the constant is $C=A/8=2.519$. Each constant must be used with its own charge factor. The quadratic dependence also shows how strongly the result rests on formal charges, which covalency modifies in real hafnia.

The energy is not a cohesive energy: it omits short-range repulsion, dispersion and the cost of forming the ions. The omission matters for polymorphs. Increasing $d$ by 0.01 Å raises $E$ by 0.597 eV, whereas energy differences between the common hafnia polymorphs are only of the order of 0.1 eV per formula unit. In a crystal at equilibrium, repulsion cancels this linear change. As a simple model, add $B/d^n$ with $n>1$:

$$W(d)=-\frac Ad+\frac B{d^n},\qquad W'(d_0)=0\;\Rightarrow\;\frac B{d_0^n}=\frac A{nd_0}.$$

The energy at equilibrium is $W(d_0)=-(1-1/n)A/d_0$. The curvature is

$$W''(d_0)=-\frac{2A}{d_0^3}+\frac{n(n+1)B}{d_0^{n+2}}=\frac{(n-1)A}{d_0^3}.$$

With $d_0=2.20$ Å and the chosen value $n=8$, a change of 0.01 Å costs $\tfrac12\cdot7\cdot131.9\,(0.01/2.20)^2\approx0.01$ eV, not 0.6 eV. An electrostatic energy evaluated at imposed bond lengths is therefore no measure of stability by itself: a shift of 0.01 Å moves it by 0.6 eV while the total moves by 0.01 eV. The model does not show the same cancellation between two structures that are each relaxed. Scaling all lengths uniformly at equilibrium gives a repulsion of $-E/n$, so $W=(1-1/n)E$ in each structure and, for a common $n$, $\Delta W=(1-1/n)\Delta E$. That proportionality rests on formal charges and on a pure power law with one exponent. Changing $n$ from 8 to 9 at fixed $A$ and $d_0$ already lowers $W$ by $(\tfrac18-\tfrac19)\,131.9\approx1.8$ eV, far more than the differences between polymorphs. To rank real hafnia polymorphs, the repulsive and electronic terms must be evaluated for the same structures to better than 0.1 eV, which the point-charge energy cannot supply.
